# Mechanical Rise of the CO Stretching Frequency at a Fixed Metal: a numerical check

```python
"""
Linear M-C-O unit with the metal M fixed, harmonic energy
    V = k_mc*s**2/2 + k_co*r**2/2,   s = x_C,   r = x_O - x_C.
Result under test: at fixed k_co, the squared angular frequency of the
CO mode rises to first order in k_mc by
    k_mc * mu / m_C**2,   mu = m_C*m_O/(m_C+m_O).
Also tested: the second-order term, bounds on the exact rise, the effect
of a cross term k_x*s*r, and the role of the metal in an octahedral M(CO)6.
Force constants are in N/m, masses in u, squared frequencies in (N/m)/u.
"""
import numpy as np
from scipy import constants as sc

U = sc.atomic_mass


def wavenumber(lam):
    """Wavenumber in 1/cm from a squared angular frequency in (N/m)/u."""
    return np.sqrt(lam / U) / (2 * np.pi * sc.c * 100)


def modes(k_mc, k_co, m_c, m_o, k_x=0.0):
    """Squared frequencies and mass-weighted modes, metal fixed."""
    to_stretches = np.array([[1.0, 0.0], [-1.0, 1.0]])
    force = np.array([[k_mc, k_x], [k_x, k_co]])
    hessian = to_stretches.T @ force @ to_stretches
    root_m = np.sqrt([m_c, m_o])
    return np.linalg.eigh(hessian / np.outer(root_m, root_m))


def co_lambda(*args, **kwargs):
    return modes(*args, **kwargs)[0][-1]


def octahedral(k_mc, k_co, m_c, m_o, m_m, k_pair=0.0):
    """Squared frequencies of M(CO)6 in 3D, stretches only, descending."""
    axes = np.vstack([np.eye(3), -np.eye(3)])
    jac = np.zeros((12, 39))
    for i, e in enumerate(axes):
        c, o = 3 * (1 + i), 3 * (7 + i)
        jac[i, c:c + 3] = e
        jac[i, 0:3] = -e
        jac[6 + i, o:o + 3] = e
        jac[6 + i, c:c + 3] = -e
    force = np.zeros((12, 12))
    force[:6, :6] = k_mc * np.eye(6)
    force[6:, 6:] = k_pair * np.ones((6, 6)) + (k_co - k_pair) * np.eye(6)
    root_m = np.sqrt(np.repeat([m_m] + [m_c] * 6 + [m_o] * 6, 3))
    hess = jac.T @ force @ jac / np.outer(root_m, root_m)
    return np.linalg.eigvalsh(hess)[::-1]


def first_order(k_mc, m_c, m_o):
    return k_mc * (m_c * m_o / (m_c + m_o)) / m_c**2


def second_order(k_mc, k_co, m_c, m_o, inverse_metal=0.0):
    mu = m_c * m_o / (m_c + m_o)
    inverse_sum = 1 / (m_c + m_o) + inverse_metal
    return first_order(k_mc, m_c, m_o) * k_mc * inverse_sum * mu / k_co


# --- Derivatives of the diagonalized frequencies against the formulas ---
for m_c, m_o in [(12, 16), (13, 18), (5, 1), (1, 7)]:
    k_co, h = 10.0, 0.01
    up = co_lambda(h, k_co, m_c, m_o)
    mid = co_lambda(0.0, k_co, m_c, m_o)
    down = co_lambda(-h, k_co, m_c, m_o)
    assert np.isclose((up - down) / (2 * h), first_order(1, m_c, m_o),
                      rtol=1e-4)
    assert np.isclose((up - 2 * mid + down) / (2 * h**2),
                      second_order(1, k_co, m_c, m_o), rtol=1e-3)
    slope_x = (co_lambda(0.0, k_co, m_c, m_o, k_x=h)
               - co_lambda(0.0, k_co, m_c, m_o, k_x=-h)) / (2 * h)
    assert np.isclose(slope_x, -2 / m_c, rtol=1e-4)

# --- Bounds on the exact rise, also far outside the weak-bond regime ---
rng = np.random.default_rng(1)
for _ in range(500):
    m_c = rng.uniform(1, 20)
    m_o = m_c * rng.uniform(1, 5)
    k_co = rng.uniform(1, 20)
    k_mc = k_co * rng.uniform(0.01, 5)
    rise = co_lambda(k_mc, k_co, m_c, m_o) - co_lambda(0, k_co, m_c, m_o)
    low = first_order(k_mc, m_c, m_o)
    high = low + second_order(k_mc, k_co, m_c, m_o)
    assert low - 1e-10 <= rise <= high + 1e-10
# The upper bound needs m_O >= m_C: it fails for a light outer atom.
rise = co_lambda(1, 10, 5, 1) - co_lambda(0, 10, 5, 1)
assert rise > first_order(1, 5, 1) + second_order(1, 10, 5, 1) + 1e-8

# --- Worked example: rough values in the regime of Cr(CO)6 ---
M_C, M_O, M_CR = 12.0, 16.0, 52.0
K_MC, K_CO = 200.0, 1700.0
K_CROSS, K_FREE, K_PAIR, DEPTH_EV = 70.0, 1900.0, 20.0, 11.0
mu = M_C * M_O / (M_C + M_O)

lam0_all, vec0 = modes(0.0, K_CO, M_C, M_O)
lam0 = lam0_all[-1]
assert np.isclose(lam0, K_CO / mu, rtol=1e-12)
x_c, x_o = vec0[:, -1] / np.sqrt([M_C, M_O])
carbon_share = x_c / (x_o - x_c)
assert np.isclose(carbon_share, -mu / M_C, rtol=1e-10)

rise1 = first_order(K_MC, M_C, M_O)
rise2 = second_order(K_MC, K_CO, M_C, M_O)
lam_exact = co_lambda(K_MC, K_CO, M_C, M_O)
rise_exact = lam_exact - lam0
nu0 = wavenumber(lam0)
d_nu_linear = nu0 * rise1 / (2 * lam0)
d_nu_first = wavenumber(lam0 + rise1) - nu0
d_nu_exact = wavenumber(lam_exact) - nu0
assert abs(d_nu_linear / d_nu_exact - 1) < 0.05
assert abs((rise1 + rise2) / rise_exact - 1) < 0.005

# --- Metal at rest or moving in the octahedral molecule ---
octa = octahedral(K_MC, K_CO, M_C, M_O, M_CR)
assert np.allclose(octa[3:6], lam_exact, rtol=1e-10)
assert np.allclose(octa[:3], octa[0], rtol=1e-10)
assert octa[0] > lam_exact * (1 + 1e-6)
h = 3e-3 * K_CO
top = [octahedral(k, K_CO, M_C, M_O, M_CR)[0] for k in (-h, 0.0, h)]
assert np.isclose((top[2] - top[0]) / (2 * h),
                  first_order(1, M_C, M_O), rtol=1e-3)
assert np.isclose((top[2] - 2 * top[1] + top[0]) / (2 * h**2),
                  second_order(1, K_CO, M_C, M_O, 2 / M_CR), rtol=1e-3)
shift_metal = wavenumber(octa[0]) - wavenumber(lam_exact)

# --- Coupling of CO ligands: the breathing mode sees k_co + 5*k_pair ---
breathing = octahedral(K_MC, K_CO, M_C, M_O, M_CR, K_PAIR)[0]
assert np.isclose(breathing, co_lambda(K_MC, K_CO + 5 * K_PAIR, M_C, M_O),
                  rtol=1e-10)
shift_pair = wavenumber(breathing) - wavenumber(lam_exact)

# --- Cross constant and weakening of the CO bond ---
lam_cross = co_lambda(K_MC, K_CO, M_C, M_O, k_x=K_CROSS)
d_nu_cross = wavenumber(lam_cross) - nu0
k_cancel = K_MC * mu / (2 * M_C)
residual = co_lambda(K_MC, K_CO, M_C, M_O, k_x=k_cancel) - lam0
assert abs(residual) < 0.05 * rise1  # only second-order terms remain
nu_free = wavenumber(co_lambda(0.0, K_FREE, M_C, M_O))
shift_weaker = nu0 - nu_free

# --- Anharmonicity: Morse oscillator on a grid, energies in hbar*omega ---
quantum_ev = sc.h * sc.c * 100 * nu0 / sc.e
depth = DEPTH_EV / quantum_ev
x = np.linspace(-6, 10, 241)
dx = x[1] - x[0]
n = np.arange(x.size)
diff = n[:, None] - n[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 6,
                   (-1.0)**np.abs(diff) / safe**2) / dx**2
morse = depth * (1 - np.exp(-x / np.sqrt(2 * depth)))**2
levels = np.linalg.eigvalsh(kinetic + np.diag(morse))
gap = levels[1] - levels[0]
assert np.isclose(gap, 1 - 1 / (2 * depth), atol=1e-6)
shift_anharmonic = nu0 * (gap - 1)

print("INPUTS (rough values, regime of Cr(CO)6)")
print(f"metal-carbon force constant      {K_MC:.0f} N/m")
print(f"CO force constant, bound         {K_CO:.0f} N/m")
print(f"masses C, O, Cr                  {M_C:.0f}, {M_O:.0f}, {M_CR:.0f} u")
print("MAIN RESULT")
print(f"reduced mass of CO               {mu:.4f} u")
print(f"carbon displacement / CO stretch {carbon_share:.4f}")
print(f"mu/m_C^2                         {mu / M_C**2:.6f} 1/u")
print(f"omega^2 without metal bond       {lam0:.3f} (N/m)/u")
print(f"first-order rise                 {rise1:.4f} (N/m)/u")
print(f"second-order term                {rise2:.4f} (N/m)/u")
print(f"exact rise                       {rise_exact:.4f} (N/m)/u")
print(f"first-order rise                 {rise1 / U:.4e} s^-2")
print(f"second-order / first-order       {rise2 / rise1:.4f}")
print(f"wavenumber without metal bond    {nu0:.1f} cm^-1")
print(f"rise, omega also linearized      {d_nu_linear:.2f} cm^-1")
print(f"rise, first order in omega^2     {d_nu_first:.2f} cm^-1")
print(f"rise, exact                      {d_nu_exact:.2f} cm^-1")
print("OTHER METAL-CARBON BONDS: rise in omega^2, (N/m)/u")
for k in (50.0, 100.0, 400.0):
    exact = co_lambda(k, K_CO, M_C, M_O) - lam0
    first = first_order(k, M_C, M_O)
    print(f"k = {k:.0f} N/m: first order {first:.4f}, exact {exact:.4f}, "
          f"shortfall {100 * (1 - first / exact):.2f} %")
print("NEGLECTED EFFECTS (rough inputs)")
print(f"cross constant                   {K_CROSS:.0f} N/m")
print(f"its first-order change           {-2 * K_CROSS / M_C:.4f} (N/m)/u")
print(f"net exact shift with it          {d_nu_cross:.2f} cm^-1")
print(f"cross constant cancelling rise   {k_cancel:.2f} N/m")
print(f"CO force constant, free          {K_FREE:.0f} N/m")
print(f"wavenumber of free CO, harmonic  {nu_free:.1f} cm^-1")
print(f"shift by weaker CO bond          {shift_weaker:.1f} cm^-1")
print(f"CO-CO constant per pair          {K_PAIR:.0f} N/m")
print(f"its shift of breathing mode      {shift_pair:.1f} cm^-1")
print(f"shift by moving metal            {shift_metal:.2f} cm^-1")
print(f"Morse depth                      {DEPTH_EV:.0f} eV")
print(f"anharmonic shift of fundamental  {shift_anharmonic:.1f} cm^-1")
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS (rough values, regime of Cr(CO)6)
metal-carbon force constant      200 N/m
CO force constant, bound         1700 N/m
masses C, O, Cr                  12, 16, 52 u
MAIN RESULT
reduced mass of CO               6.8571 u
carbon displacement / CO stretch -0.5714
mu/m_C^2                         0.047619 1/u
omega^2 without metal bond       247.917 (N/m)/u
first-order rise                 9.5238 (N/m)/u
second-order term                0.2744 (N/m)/u
exact rise                       9.7953 (N/m)/u
first-order rise                 5.7354e+27 s^-2
second-order / first-order       0.0288
wavenumber without metal bond    2051.3 cm^-1
rise, omega also linearized      39.40 cm^-1
rise, first order in omega^2     39.03 cm^-1
rise, exact                      40.13 cm^-1
OTHER METAL-CARBON BONDS: rise in omega^2, (N/m)/u
k = 50 N/m: first order 2.3810, exact 2.3981, shortfall 0.71 %
k = 100 N/m: first order 4.7619, exact 4.8302, shortfall 1.41 %
k = 400 N/m: first order 19.0476, exact 20.1200, shortfall 5.33 %
NEGLECTED EFFECTS (rough inputs)
cross constant                   70 N/m
its first-order change           -11.6667 (N/m)/u
net exact shift with it          -8.71 cm^-1
cross constant cancelling rise   57.14 N/m
CO force constant, free          1900 N/m
wavenumber of free CO, harmonic  2168.6 cm^-1
shift by weaker CO bond          -117.3 cm^-1
CO-CO constant per pair          20 N/m
its shift of breathing mode      58.3 cm^-1
shift by moving metal            1.26 cm^-1
Morse depth                      11 eV
anharmonic shift of fundamental  -23.7 cm^-1
ALL CHECKS PASSED
```
